# Inverse spin Hall voltage of a precessing magnet beside a metal, part 1

(Sections cited here and not found follow in the second part.)

## Part I. From a given spin current to a voltage

A nickel film 10 nm thick lies under 5 nm of iridium. Its magnetization precesses, a spin current enters the iridium, and a voltage of 2.67 µV appears between contacts 3 mm apart. Suppose the spin Hall angle of iridium is to be read from this voltage, and the nickel is treated as if it carried no charge current. With the same spin current, an insulating magnet would have given 9.33 µV. The inferred angle is then too small by the factor $2.67/9.33=0.29$: a metal with $\theta=0.020$ is reported as having 0.0057. Errors in the same direction follow if the spin current is taken to be uniform across the iridium, if the spin that flows back into the magnet is ignored, or if the precession is taken to be circular with the known in-plane amplitude.

I begin with the easiest part, a known spin current entering a thick metal on an insulator, and remove one simplification at a time. The origin of the spin current is left to Part II.

### Geometry and signs

The film normal is $z$. The magnet fills $-d_F<z<0$ and has conductivity $\sigma_F$; the normal metal fills $0<z<d$ and has conductivity $\sigma_N$. The static magnetic field and the mean magnetization point along $+x$. The voltage contacts lie at $y=0$ and $y=L$, and

$$V=\phi(L)-\phi(0).$$

The elementary charge $e$ is positive, so an electron carries $-e$. "Up" denotes an electron with angular momentum $+\hbar/2$ along $x$. The two spin species have electrochemical potentials $\mu_\uparrow$ and $\mu_\downarrow$, both energies, and the spin accumulation is $\mu_s=\mu_\uparrow-\mu_\downarrow$.

Each species supplies half the conductivity of the normal metal. For one species, Ohm's law reads $j=(\sigma_N/2e)\,\partial_z\mu$; for $\mu=-e\phi$ plus a constant this is the usual $-(\sigma_N/2)\,\partial_z\phi$. The charge current is $-e$ times the number flux $F$, hence

$$F_{\uparrow,\downarrow}=-\frac{\sigma_N}{2e^2}\,\partial_z\mu_{\uparrow,\downarrow}.$$

I measure the spin current in units of charge current,

$$j_s=e(F_\uparrow-F_\downarrow)=-\frac{\sigma_N}{2e}\,\partial_z\mu_s. \tag{1}$$

Each electron carries $\pm\hbar/2$, so the flux of angular momentum is $J=(\hbar/2)(F_\uparrow-F_\downarrow)=(\hbar/2e)\,j_s$.

Spin-orbit scattering turns part of the spin current into a transverse charge current. In an isotropic metal the direction of that current must be built from the flow direction $\hat z$ and the spin direction $\hat x$. The vector that is linear in both is their cross product, $\hat z\times\hat x=\hat y$. To first order in the spin Hall angle $\theta$,

$$j_y=\sigma_N E_y+\theta j_s. \tag{2}$$

This equation fixes the sign of $\theta$. A convention with the opposite sign reverses the sign of $\theta$ quoted for a given metal, while the measured $V$ stays the same.

### How far the spin travels

Let $N$ be the density of states of the metal, both spins together, per energy and volume. A splitting $\mu_s$ produces the spin density $n_\uparrow-n_\downarrow=(N/2)\mu_s$. If this density decays with time $\tau_{sf}$, the steady balance is

$$\partial_z(F_\uparrow-F_\downarrow)=-\frac{N\mu_s}{2\tau_{sf}}.$$

The left side is $-(\sigma_N/2e^2)\,\mu_s''$. The Einstein relation $\sigma_N=e^2ND$, with $D$ the diffusivity, then gives

$$\mu_s''=\frac{Ne^2}{\sigma_N\tau_{sf}}\,\mu_s=\frac{\mu_s}{\lambda^2},\qquad \lambda^2=D\tau_{sf}. \tag{3}$$

### First case: thick metal, insulating magnet

In a metal much thicker than $\lambda$ the solution that stays finite is $\mu_s\propto e^{-z/\lambda}$, and by (1) the spin current decays in the same way: $j_s(z)=j_0e^{-z/\lambda}$, where $j_0$ is the injected current. Its integral over the thickness is $j_0\lambda$.

No charge leaves through the contacts. The total current through a cross-section therefore vanishes, per unit width along $x$:

$$\sigma_N d\,E_y+\theta j_0\lambda=0.$$

Since $V=-E_yL$,

$$V=\frac{L\theta j_0\lambda}{\sigma_N d}\qquad(d\gg\lambda,\ \sigma_F=0).$$

The driving layer is about $\lambda$ thick. The rest of the metal makes no Hall current and merely carries current back, which is why the voltage falls as $1/d$. The metal shunts itself before any conducting magnet is added.

### Finite thickness

At the free surface no spin leaves, provided that surface does not itself flip spins. Then $j_s(d)=0$, and by (1) $\mu_s'(d)=0$. Write the general solution of (3) as

$$\mu_s=A\cosh\frac{d-z}{\lambda}+B\sinh\frac{d-z}{\lambda}.$$

Its slope at $z=d$ is $-B/\lambda$, so $B=0$. Expressing $A$ through the value at the interface,

$$\mu_s(z)=\mu_s(0)\,\frac{\cosh[(d-z)/\lambda]}{\cosh(d/\lambda)}.$$

Differentiation brings down $-1/\lambda$, which cancels the minus sign in (1):

$$j_s(z)=\frac{\sigma_N\mu_s(0)}{2e\lambda}\,\frac{\sinh[(d-z)/\lambda]}{\cosh(d/\lambda)}.$$

At $z=0$ this relates the injected current to the accumulation beside the magnet,

$$j_0=\frac{Y\mu_s(0)}{e},\qquad Y=\frac{\sigma_N}{2\lambda}\tanh\frac d\lambda. \tag{4}$$

$Y$ is a conductance per area. It measures how readily the metal disposes of spin. Dividing the two expressions for the current gives the profile

$$j_s(z)=j_0\,\frac{\sinh[(d-z)/\lambda]}{\sinh(d/\lambda)}.$$

The voltage needs its integral,

$$\int_0^d j_s\,dz=j_0\lambda\,\frac{\cosh(d/\lambda)-1}{\sinh(d/\lambda)}.$$

With $q=d/2\lambda$ the numerator is $2\sinh^2q$ and the denominator is $2\sinh q\cosh q$, so

$$\int_0^d j_s\,dz=j_0\lambda\tanh\frac{d}{2\lambda}. \tag{5}$$

For $d\gg\lambda$ this returns $j_0\lambda$, the first case. For $d\ll\lambda$ it becomes $j_0d/2$: the spin current falls linearly from $j_0$ to zero, and its mean is half the injected value.

### A conducting magnet

Now let the magnet carry charge. Two facts fix the result.

First, the electric field along $y$ is the same in both layers, away from the ends. In the steady state $\partial_zE_y=\partial_yE_z$, and far from the ends nothing varies along $y$, so $\partial_zE_y=0$ within each layer. The tangential field is also continuous across the interface.

Second, the sheet current $\int j_y\,dz$ cannot depend on $y$, because no charge leaves through the top or bottom surface. It is zero at the open ends and hence at every $y$. Therefore

$$(\sigma_Nd+\sigma_Fd_F)\,E_y+\theta\int_0^d j_s\,dz=0,$$

and with (5)

$$V=\frac{L\theta j_0\lambda\tanh(d/2\lambda)}{\sigma_Nd+\sigma_Fd_F}. \tag{6}$$

For $\sigma_F=0$ and $d\gg\lambda$ the first case returns. At fixed $j_0$, a conducting magnet reduces the voltage by the factor $\sigma_Nd/(\sigma_Nd+\sigma_Fd_F)$, the normal metal's share of the sheet conductance.

An open circuit removes the total current and leaves a circulation. The local current in the normal metal is $\sigma_NE_y+\theta j_s(z)$. For $\theta>0$ it runs along $+y$ near the interface, and where $j_s$ has died away it runs along $-y$. In the magnet it is $\sigma_FE_y$, along $-y$. The loops close near the ends of the strip.

### The ends of the strip

Near the ends the potential depends on depth. Write $\sigma(z)$ for the local conductivity. The vanishing sheet current still gives, at every $y$,

$$\int\sigma\,\partial_y\phi\,dz=\theta\int_0^dj_s\,dz.$$

The potential averaged over depth with weight $\sigma$ thus has the slope of (6) all the way to the ends. The potential at one surface can differ from this average in a region whose length is comparable with the total thickness, here 15 nm. The strip is 3 mm long. The local driving field is at most $\theta j_0/\sigma_N$, so I estimate the end correction as this field times 15 nm.

With the numbers used below, that is $0.013\ \mathrm{V/m}\times15\ \mathrm{nm}=2\times10^{-10}$ V, or less than one part in $10^4$ of the signal.

To test the argument without assuming a uniform field, the potential was computed on a grid in the $yz$ cross-section of a strip 120 nm long, with insulating outer surfaces and the spin current obtained from a numerical solution of the diffusion equation. The cells measured 0.5 nm along $y$ and 0.1 nm along $z$. In the middle of the strip the slope agreed with (6) to better than 0.3% at every depth in both layers. Its mean over depth was 1.00055 times the predicted value.

The excess comes from the grid, on which the spin current was solved with only 50 cells across the iridium. With 2000 cells, the integrated spin current gives 1.000000 times the predicted voltage.

### Numbers for a given spin current

The material values in this example are rough typical ones. Iridium has $d=5$ nm, resistivity 25 µΩ cm, $\lambda=1.2$ nm and $\theta=0.02$. Nickel has $d_F=10$ nm and resistivity 20 µΩ cm. The injected current is taken for now as $j_0=267\ \mathrm{A/cm^2}$, or $2.67\times10^6\ \mathrm{A/m^2}$; Part II derives it.

The conductivities are $4\times10^6$ S/m for iridium and $5\times10^6$ S/m for nickel. The sheet conductances are therefore

$$\sigma_Nd=0.020\ \mathrm S,\qquad \sigma_Fd_F=0.050\ \mathrm S.$$

With $\tanh(d/2\lambda)=0.9695$ the Hall sheet current is

$$0.02\times(2.674\times10^6)\times(1.2\times10^{-9})\times0.9695\ \mathrm{A/m}=0.0622\ \mathrm{mA/m}.$$

Dividing by 0.070 S gives a field of magnitude 0.889 mV/m. Over 3 mm this is

$$V=2.67\ \text{µV}=2.67\times10^{-6}\ \mathrm V.$$

Nickel carries $0.050/0.070=71\%$ of the return current. This is the source of the error described at the start.

The size of the circulation can be read off as well. At the iridium side of the interface the Hall current density is $0.02\times267=5.3\ \mathrm{A/cm^2}$ along $+y$. The field drives $0.36\ \mathrm{A/cm^2}$ back through iridium and $0.44\ \mathrm{A/cm^2}$ back through nickel. The return densities are small because the return path is much thicker than the driving layer.

### Is diffusion justified in iridium?

Equation (3) needs a mean free path $\ell$ well below $\lambda$. Rough values $D=4\ \mathrm{cm^2/s}$ and Fermi velocity $v=9\times10^7$ cm/s give

$$\ell=\frac{3D}{v}=1.33\ \mathrm{nm},$$

which is slightly longer than $\lambda$. The condition is not met, and the error has to be sized.

A kinetic description follows electrons of one speed. Let $f(z,\xi)$ be the spin distribution of electrons moving at an angle of cosine $\xi$ to the normal, and $\bar f$ its average over angles. Scattering is isotropic, and a fraction $c$ of the spin survives each event:

$$\ell\,\xi\,\partial_zf=-f+c\bar f.$$

The collision time is $\ell/v$, so spin decays at the rate $1/\tau_{sf}=(1-c)v/\ell$. With $D=v\ell/3$,

$$\lambda^2=D\tau_{sf}=\frac{\ell^2}{3(1-c)},\qquad c=1-\frac{\ell^2}{3\lambda^2}=0.59 .$$

The electrons were injected evenly over the forward directions. Those returning to the interface were absorbed, and the free surface reflected like a mirror. At the same injected current, the integrated spin current came out 1.048 times the diffusive result (5). When $\ell$ was reduced to 0.01 nm with $\lambda$ and $d$ held fixed, the two descriptions agreed within 2%, as they should.

Diffusion thus underestimates the voltage by about 5% at fixed $j_0$ for this thickness and these boundary conditions, provided $\lambda$ means $\sqrt{D\tau_{sf}}$. The error depends on thickness; at 2 nm diffusion overestimates instead, by about 1%.

When $\ell$ is not small, this $\lambda$ differs from the decay length $\Lambda$ that the spin approaches far from the interface in a thick metal. Inserting $f\propto e^{-z/\Lambda}/(1-\ell\xi/\Lambda)$ into the kinetic equation and averaging over angles gives

$$\frac{c\Lambda}{2\ell}\ln\frac{\Lambda+\ell}{\Lambda-\ell}=1,$$

hence $\Lambda=1.46$ nm here. With this length in place of $\lambda$, (5) would overestimate the integrated spin current by 12%. It therefore matters which of the two lengths a quoted value represents. Neither comparison settles how $j_0$ itself changes, or whether the local law (2) holds over distances as short as $\ell$. The voltage of the example deserves at most two digits; further digits below serve to let the arithmetic be followed.

## Part II. From precession to the full result

The following is taken over from Part I. The normal metal has thickness $d$, conductivity $\sigma_N$, spin-diffusion length $\lambda$ and spin Hall angle $\theta$; the magnet has $d_F$ and $\sigma_F$. The film normal is $z$, the static field points along $x$, and the contacts are $L$ apart along $y$. The spin accumulation $\mu_s$ is an energy, and the spin current $j_s$, in charge units, equals $2e/\hbar$ times the flux of angular momentum. Its injected value obeys

$$j_0=\frac{Y\mu_s(0)}{e},\qquad Y=\frac{\sigma_N}{2\lambda}\tanh\frac d\lambda,$$

and produces the voltage

$$V=\frac{L\theta j_0\lambda\tanh(d/2\lambda)}{\sigma_Nd+\sigma_Fd_F}.$$

What remains is to find $j_0$.

### A magnet at rest

Let the magnetization have the fixed direction $\mathbf m$, and let the accumulation in the metal point along a unit vector $\mathbf s$ perpendicular to $\mathbf m$. One conducting channel delivers $1/h$ electrons per time and energy for each spin. The excess arriving at the interface is the spin matrix $(\mu_s/2h)\,\sigma_s$, with $\sigma_s=\mathbf s\cdot\boldsymbol\sigma$ and $\boldsymbol\sigma$ the Pauli matrices.

The reflection amplitudes for spins along $\pm\mathbf m$ are $r_\pm$. With the projectors $P_\pm=(1\pm\mathbf m\cdot\boldsymbol\sigma)/2$, the reflection matrix is $r=r_+P_++r_-P_-$. Since $\mathbf s\perp\mathbf m$, $\sigma_s$ anticommutes with $\mathbf m\cdot\boldsymbol\sigma$, so $\sigma_sP_+\sigma_s=P_-$ and $P_+\sigma_sP_+=P_-\sigma_sP_-=0$. Two terms survive:

$$r\sigma_sr^\dagger=r_+r_-^*\,P_+\sigma_sP_-+r_-r_+^*\,P_-\sigma_sP_+.$$

Multiply by $\sigma_s$ and take the trace. Each operator part gives 1; for instance $\mathrm{Tr}(\sigma_sP_+\sigma_sP_-)=\mathrm{Tr}\,P_-=1$. The reflected up-minus-down flux is therefore $(\mu_s/h)\,\mathrm{Re}(r_+r_-^*)$, while the arriving flux is $\mu_s/h$. Each electron carries $\hbar/2$, and $\hbar/2h=1/4\pi$. Summed over the channels of unit area, the angular momentum entering the metal is

$$J=-\frac{g}{4\pi}\,\mu_s,\qquad g=\sum\left[1-\mathrm{Re}(r_+r_-^*)\right]. \tag{7}$$

Transmitted electrons are included under one assumption: their transverse spin is lost inside the magnet and does not return. The imaginary part of $r_+r_-^*$ rotates the reflected spin about $\mathbf m$; I take its sum to be small compared with $g$. Equation (7) refers to the bias of the arriving electrons. In a diffusive metal $\mu_s$ is instead an average over arriving and departing electrons, and $g$ then stands for an effective mixing conductance per area, from which the contact's own resistance has been removed.

We now have the voltage produced by a given injected spin current, including the shunting by a conducting magnet, and the law for spin crossing the interface when the magnet is at rest. What remains is to let the magnetization move, find the spin current it injects, and so obtain the full voltage.
